Why the diffuse mismatch model gives one half for identical materials

**Definitions and conventions**

Two crystals, 1 and 2, fill the half-spaces on either side of a plane interface with normal z. Their vibrations are harmonic, and scattering at the interface is elastic: a phonon of angular frequency ω leaves with the same ω. Let M_s(ω) be the number of modes per unit area in material s that travel towards the interface at frequency ω. Let α_12(ω) be the probability that a phonon arriving from side 1 leaves into side 2, averaged over those modes, and α_21(ω) the same for the reverse direction.

The phonons arriving from side s have the Bose occupation n(ω,T_s) = 1/[exp(ħω/k_BT_s) − 1]. These incoming temperatures T_1 and T_2 need not equal the local temperatures beside the interface, a distinction that matters below. SI units are used for heat flow.

The energy flux from 1 to 2 is a sum over branches j and over wave vectors with positive normal velocity v_z. With τ the transmission probability of a single mode,

q_1→2 = Σ_j ∫ d³k/(2π)³ ħω v_z τ n(ω,T_1).

At fixed in-plane wave vector, v_z = ∂ω/∂k_z, so v_z dk_z = dω. The velocity cancels the density of states along z. What remains is an integral over in-plane wave vectors, which counts modes per area and weights each with τ:

q_1→2 = (1/2π) ∫ dω ħω M_1 α_12 n(ω,T_1).

For an isotropic branch with ω = v_j k, the modes at frequency ω fill a disk of radius ω/v_j in the plane of in-plane wave vectors. Its area π(ω/v_j)², divided by (2π)², gives

M = Σ_j ω²/(4πv_j²).

**The belief and its appeal**

The belief is that the diffuse mismatch model (DMM) must give perfect transmission, α = 1, when its two materials become identical. It rests on a sound physical requirement: an imaginary plane inside a perfect crystal scatters nothing. The model also takes only bulk properties of the two materials as input, so it seems that its resistance must come from their difference and vanish with it.

Acoustic matching does behave in this way. Take a wave at normal incidence on a bonded interface between media with acoustic impedances Z_1 and Z_2. Let r and t be the reflected and transmitted displacement amplitudes. Continuity of displacement and of stress requires

1 + r = t,  Z_1(1 − r) = Z_2 t.

Substituting r = t − 1 in the second equation gives Z_1(2 − t) = Z_2 t, so t = 2Z_1/(Z_1 + Z_2). The energy flux is proportional to Z times the squared amplitude, and the transmitted fraction is

(Z_2/Z_1)t² = 4Z_1Z_2/(Z_1 + Z_2)².

This becomes 1 for Z_1 = Z_2. The DMM shares the word "mismatch" with this calculation, but it does not share its mechanism.

**What memory loss implies**

The DMM assumes that a phonon reaching the interface is scattered so thoroughly that it forgets its direction, its polarization and the side it came from. Only its frequency survives. The probability of leaving into side 2 must then be the same for both origins. For a phonon from side 1 this probability is α_12. For a phonon from side 2 it is the reflection probability 1 − α_21. Hence

α_12 = 1 − α_21, or α_12 + α_21 = 1.

Perfect transmission in both directions would make this sum equal to 2. Memory loss excludes it before any property of the materials has been used. A perfectly transmitted phonon does remember its origin, since it leaves on the opposite side with certainty.

The second condition is detailed balance. At T_1 = T_2 no net heat may flow, and because scattering is elastic the fluxes must cancel at each frequency:

M_1 α_12 = M_2 α_21.

Inserting α_21 = 1 − α_12 gives M_1 α_12 = M_2 − M_2 α_12. Collecting the terms in α_12,

α_12 = M_2/(M_1 + M_2).

For identical materials with the same orientation, M_1 = M_2. The modes approaching from the two sides travel in opposite directions, but their numbers agree because ω(k) = ω(−k). Therefore

α_12 = α_21 = 1/2

at every frequency where modes exist. The one half is the chance of leaving on either of two equivalent sides after the origin has been forgotten.

The opposite limit shows the same counting at work. If M_2 is much larger than M_1, then α_12 approaches 1, because nearly all the available exits lie on side 2. In the DMM, near-perfect transmission in one direction is thus a sign of very different mode counts, not of similar materials.

**A scatterer that really does this**

The result one half might suggest that the model is inconsistent. It is not: a scatterer can conserve energy, obey reciprocity and still behave as the DMM assumes. Let N_1 and N_2 channels meet on the two sides, with N = N_1 + N_2, and describe the scatterer by an N×N matrix S between flux-normalized amplitudes. Energy conservation makes S unitary, and reciprocity makes it symmetric. Choose S at random from the ensemble that is unchanged when S is replaced by VᵀSV for any unitary V, so that no channel is preferred.

Let A be the mean of |S_ab|² for a ≠ b, and B the mean of |S_aa|². Each column of a unitary matrix has unit norm, so

B + (N − 1)A = 1.

Now replace channels a and b by the combinations (a + b)/√2 and (a − b)/√2. The element between the new channels is (S_aa − S_bb)/2, because S_ab and S_ba cancel by symmetry. Its mean square must again be A. The cross term between S_aa and S_bb averages to zero: a phase change φ of channel a multiplies S_aa by exp(2iφ) and leaves S_bb alone, yet it may not change the average. Thus A = (B + B)/4 = B/2. Putting B = 2A into the column sum gives A = 1/(N + 1). A phonon from side 1 has N_2 exits on side 2, so

⟨α_12⟩ = N_2/(N_1 + N_2 + 1).

For many channels this tends to the DMM formula. The extra 1 comes from the doubled probability of return into the original channel. For 30 channels on each side the formula gives 30/61 = 0.492, and the numerical average over random matrices is 0.4922. For 20 and 60 channels it gives 60/81 = 0.741, against a numerical 0.7410 and a DMM value of 0.75.

**Where the model lies farthest from the ceiling**

Since no probability exceeds 1, M_1α_12 ≤ M_1. By detailed balance M_1α_12 = M_2α_21 ≤ M_2 as well. The number of transmitted modes therefore has the ceiling min(M_1,M_2). In the DMM,

M_1α_12 = M_1M_2/(M_1 + M_2).

Dividing by the smaller of M_1 and M_2 leaves the larger one in the numerator:

fraction of ceiling = max(M_1,M_2)/(M_1 + M_2).

This fraction is 1/2 for equal mode counts and rises as they become unequal. It is 0.667 when they differ by a factor of two and 0.800 for a factor of four. The belief expects the model to reach the ceiling at equality, but that is where it stays farthest below it.

**Imaginary planes in a perfect crystal**

The cost of ignoring the assumption appears when the DMM is applied to planes that do not exist. Consider two scatterers in series with transmissions T_a and T_b and reflections R_a = 1 − T_a and R_b = 1 − T_b. Add intensities, as is appropriate once memory, including phase, is lost. A phonon may bounce between them any number of times, so

T = T_aT_b(1 + R_aR_b + R_a²R_b² + …) = T_aT_b/(1 − R_aR_b).

Here 1 − R_aR_b = 1 − (1 − T_a)(1 − T_b) = T_a + T_b − T_aT_b. Dividing by T_aT_b,

1/T = 1/T_a + 1/T_b − 1, or (1/T − 1) = (1/T_a − 1) + (1/T_b − 1).

The quantity 1/T − 1 is additive. Each DMM plane between identical materials contributes 2 − 1 = 1, so n planes give 1/T_n − 1 = n and

T_n = 1/(n + 1).

Ten imaginary planes would reduce the transmission of a perfect crystal to 0.0909. The answer depends on how many planes were drawn, so it cannot be a property of the crystal. With α = 1 each plane contributes zero, as it should.

**Conductance, resistance and a number**

For a small temperature difference Δ = T_1 − T_2, subtracting the two fluxes and using detailed balance gives q = GΔ with

G = (1/2π) ∫ dω ħω (∂n/∂T) M_1 α_12.

Let G_0 be the value for identical materials at α = 1. Since the DMM transmission is 1/2 at every frequency, G = G_0/2 at every temperature.

A finite G_0 does not mean that a perfect crystal has an interface resistance. It relates the flux to the temperatures of the incoming phonons, not to the local ones. Define a local temperature by the energy density, and let α be the same for all modes. On side 1, half of the modes approach the interface with temperature T_1. The other half leave it, carrying a fraction 1 − α of reflected phonons and a fraction α of phonons from side 2. To first order in Δ their effective temperature is (1 − α)T_1 + αT_2 = T_1 − αΔ. The local temperatures are the averages over both halves:

T_1,loc = T_1 − αΔ/2,  T_2,loc = T_2 + αΔ/2.

Their difference is Δ − αΔ = (1 − α)Δ. Dividing by the flux q = αG_0Δ gives the local boundary resistance

R = (1 − α)/(αG_0).

It vanishes for α = 1, although G_0 is finite. For α = 1/2 it equals 1/G_0. This resistance refers to the distributions right at the interface; scattering in the bulk, which restores equilibrium farther away, is left out.

Take a Debye model solid with atomic density n_a = 5.0×10²⁸ m⁻³, one branch with speed 8000 m/s and two with 5000 m/s, at 300 K. A common cutoff ω_c must yield three modes per atom. A branch holds ω_c³/(6π²v_j³) modes per volume, so

Σ_j ω_c³/(6π²v_j³) = 3n_a, or ω_c³ = 18π²n_a/Σ_j v_j⁻³.

The cutoff frequency ω_c/2π is 12.59 THz. The integral for G then gives

perfect transmission: G_0 = 2270 MW/(m² K),
DMM: G = 2270/2 = 1135 MW/(m² K).

The local resistance assigned by the DMM to this non-existent interface is

R = 1/G_0 = 1/(2.270 GW/(m² K)) = 0.44 m² K/GW.

In a solid with a chosen conductivity of 100 W/(m K), a layer with the same resistance has the thickness 100 × 0.44×10⁻⁹ m = 44 nm. This is a scale for the model solid, not an exact equivalence or a value for a real crystal. With a single speed v and heat capacity C per volume, κ = CvΛ/3 and G_0 = Cv/4 give a mean free path Λ = 3κ/(4G_0) ≈ 33 nm, so the layer is only about one mean free path thick, and bulk scattering near the plane, left out of R, changes the resistance somewhat. In a structure with layers of that thickness and conductivity, one fictitious interface would count roughly as much as a whole layer. The same resistance was also obtained, with the same mixing of reflected and transmitted phonons, from wave-vector integrals of flux and energy density, with the local temperatures found by inverting the energy density. For perfect transmission that calculation gives zero to the digits shown.

**What waves do**

A lattice shows how the true limit is approached. Take a square lattice with one displacement per site, springs of strength 1, and masses 1 on the left and m on the right, at ω = 1. A sharp, flat interface conserves the in-plane wave vector, so each in-plane wave sees a chain along z. Let its wave numbers be k_1 on the left and k_2 on the right, in units of the inverse lattice spacing. Write the displacement as exp(ik_1ℓ) + r exp(−ik_1ℓ) for sites ℓ ≤ 0 and t exp(ik_2ℓ) for ℓ ≥ 1.

Because all springs are equal, the equations of motion at sites 1 and 0 hold if each form, continued by one site, agrees with the other:

1 + r = t,  exp(ik_1) + r exp(−ik_1) = t exp(ik_2).

With r = t − 1 the second equation becomes 2i sin k_1 = t[exp(ik_2) − exp(−ik_1)]. The squared modulus of the bracket is 2 − 2cos(k_1 + k_2) = 4 sin²[(k_1 + k_2)/2]. Energy flux in the chain is proportional to sin k times the squared amplitude, so the transmission is |t|² sin k_2/sin k_1, or

τ = sin k_1 sin k_2/sin²[(k_1 + k_2)/2].

As m tends to 1, k_2 tends to k_1 and τ tends to 1 in each propagating channel.

Averages over all incident modes, computed from the full lattice equations, show the two trends side by side. For m = 2.50 the wave transmission is 0.78 and the DMM value 0.64. For m = 1.10 they are 0.99 and 0.51, and for m = 1 they are 1 and 0.5. As m falls towards 1 the wave result rises while the DMM result falls, since the excess of modes on the heavier right side disappears.

Disorder between identical leads gives a further case. Layers with random masses 0.2 or 1.8, whose mean equals the lead mass, were inserted between leads of mass 1. The mean transmission is 1 without them, about 0.90 for one layer, 0.52 for eight and 0.24 for twenty-four. These are averages over six samples at one width and one frequency, so each value is uncertain by a few hundredths. The DMM would give 1/2 in every case, since it sees only the leads.

The values show no plateau at one half. For identical sides with equal transmission both ways, memory loss demands 2α = 1. A clean crystal has 2α = 2: its phonons remember their side by crossing. Twenty-four disordered layers give 2α ≈ 0.5: phonons remember their side by returning to it. A transmission near one half is necessary for memory loss between identical materials, but it does not prove it, because direction and polarization might still be remembered.

The DMM is therefore a model of an interface that erases all memory of side, direction and polarization, and its identical-material value is correct for such an interface. Strong scattering alone does not guarantee this, as the disordered layers show. It is no estimate for a clean plane in a crystal, and the absence of the limit α = 1 is no sign of an algebraic error. The simulation results quoted here appear, in part with more digits, in the numerical output below.

Numbers as computed

```
Random scattering matrices (dimensionless transmissions)
 channels 30,30: mean a12 = 0.4922, a21 = 0.4922, DMM a12 = 0.5000
 channels 20,60: mean a12 = 0.7410, a21 = 0.2470, DMM a12 = 0.7500
DMM against the ceiling min(M1,M2) (dimensionless)
 M2/M1 = 0.25: a12 = 0.200, a21 = 0.800, fraction of ceiling = 0.800
 M2/M1 = 0.50: a12 = 0.333, a21 = 0.667, fraction of ceiling = 0.667
 M2/M1 = 1.00: a12 = 0.500, a21 = 0.500, fraction of ceiling = 0.500
 M2/M1 = 2.00: a12 = 0.667, a21 = 0.333, fraction of ceiling = 0.667
 M2/M1 = 4.00: a12 = 0.800, a21 = 0.200, fraction of ceiling = 0.800
DMM misapplied to n imaginary planes in one crystal
 n = 1: transmission = 0.5000
 n = 2: transmission = 0.3333
 n = 5: transmission = 0.1667
 n = 10: transmission = 0.0909
Debye model solid
 atomic density = 5.0e+28 m^-3
 speeds = 8000 (one), 5000 (two) m/s
 temperature = 300 K
 cutoff frequency = 12.59 THz
 G0, perfect transmission = 2270.4 MW/(m^2 K)
 G, DMM identical solids = 1135.2 MW/(m^2 K)
 local resistance, DMM = 0.4404 m^2 K/GW
 local resistance, perfect = 0.0000 m^2 K/GW
 chosen bulk conductivity = 100 W/(m K)
 equivalent thickness = 44.0 nm
Sharp mass step, square lattice (spring = mass = omega = 1)
 right mass 2.50: modes 67,117; wave = 0.7819, DMM = 0.6359
 right mass 1.50: modes 67,83; wave = 0.9376, DMM = 0.5533
 right mass 1.10: modes 67,71; wave = 0.9895, DMM = 0.5145
 right mass 1.01: modes 67,67; wave = 0.9996, DMM = 0.5000
 right mass 1.00: modes 67,67; wave = 1.0000, DMM = 0.5000
Identical leads, disordered layers: masses 0.2 or 1.8, width 40, 6 samples
 layers 0: mean transmission = 1.000
 layers 1: mean transmission = 0.902
 layers 2: mean transmission = 0.802
 layers 4: mean transmission = 0.691
 layers 8: mean transmission = 0.518
 layers 16: mean transmission = 0.317
 layers 24: mean transmission = 0.244
```
